# Resistance of a Conducting Strip with One Weakly Sinusoidal Edge

## Slow variation: slices in series

Take a flat conducting strip whose width changes so slowly along its length that the current runs almost parallel to the axis. A slice of length \(dx\) and width \(W(x)\) then has resistance \(dx/(\sigma W)\), where \(\sigma\) is the sheet conductance, the inverse of the sheet resistance. The slices are in series, so the resistance is set by the average of \(1/W\). Let

\[
W(x)=w+a\cos kx ,\qquad 0<a<w ,
\]

with mean width \(w\), peak amplitude \(a\) and wavelength \(2\pi/k\). Angle brackets denote an average over one period in \(x\). Since \(\langle\cos kx\rangle=0\) and \(\langle\cos^2 kx\rangle=\tfrac12\),

\[
\left\langle\frac1W\right\rangle
=\frac1w\left\langle 1-\frac aw\cos kx+\frac{a^2}{w^2}\cos^2kx-\dots\right\rangle
=\frac1w\left(1+\frac{a^2}{2w^2}+\dots\right).
\]

The necks cost more than the wide places save, and the relative increase is \(a^2/(2w^2)\). The wavelength does not appear. It must appear once it is comparable with the width, because the current then cannot spread out into each bulge and contract again before the next neck. The result for any wavelength, to leading order in \(a\), is

\[
\boxed{\;\frac{\Delta R}{R_0}=\frac{k a^2\coth(kw)}{2w}+O(a^4)\;},\qquad R_0=\frac{L}{\sigma w}. \tag{1}
\]

Here \(R_0\) belongs to a straight strip of the same length \(L\) and the same mean width. For \(kw\ll1\), \(\coth(kw)\approx1/(kw)\), and (1) returns the slice result.

## The problem to be solved

The strip occupies \(0<y<W(x)\), with \(\sigma\) uniform and Ohm's law local, \(\mathbf j=-\sigma\nabla V\), where \(\mathbf j\) is the current per unit width. Steady current has no divergence, so \(\nabla^2V=0\). No current crosses the edges. The length holds a whole number of periods, and \(\mathbf j\) is periodic. This describes a finite strip with equipotential contacts at \(x=0\) and \(x=L\): the edge is mirror symmetric about both lines, so the periodic solution has constant potential on them.

It is convenient to use a stream function \(\psi\), defined by

\[
j_x=\frac{\partial\psi}{\partial y},\qquad j_y=-\frac{\partial\psi}{\partial x}.
\]

The divergence then vanishes identically. The curl of \(\mathbf j\) vanishes because \(\mathbf j\) is a gradient, which gives \(\nabla^2\psi=0\). The current crossing a section between two points is the difference of \(\psi\) between them. Insulating edges are therefore lines of constant \(\psi\):

\[
\psi(x,0)=0,\qquad \psi(x,W(x))=I, \tag{2}
\]

where \(I\) is the total current.

## First derivation: expanding the edge condition

The harmonic functions that vanish at \(y=0\), are periodic, and are even in \(x\) like the edge itself, give

\[
\psi=J_0y+\sum_{n\ge1}b_n\sinh(nky)\cos(nkx). \tag{3}
\]

The meaning of \(J_0\) follows from the straight edge. There the average of \(j_x=\partial\psi/\partial y\) is \(J_0\), so the voltage drop along the strip is \(J_0L/\sigma\). With the mean field \(E=J_0/\sigma\), the resistance is

\[
R=\frac{EL}{I}=\frac{J_0L}{\sigma I},\qquad \frac{R}{R_0}=\frac{J_0w}{I}. \tag{4}
\]

It remains to find \(I\) at fixed \(J_0\). We assume that \(\psi\) has a power series in \(a\). Each coefficient is a finite sum of the functions in (3), with \(b_n=O(a^n)\), and is smooth beyond \(y=w\), so the edge condition may be Taylor expanded about \(y=w\).

**First order.** At the rough edge the terms of (2) proportional to \(a\) are

\[
J_0a\cos kx+b_1\sinh(kw)\cos kx=0
\quad\Rightarrow\quad
b_1=-\frac{J_0a}{\sinh(kw)}.
\]

The corresponding potential is

\[
V=-E\left[x-\frac{a\cosh(ky)}{\sinh(kw)}\sin kx\right]. \tag{5}
\]

It satisfies Laplace's equation, since two \(x\)-derivatives of the second term give \(-k^2\) and two \(y\)-derivatives give \(+k^2\). It yields

\[
j_x=J_0\left[1-\frac{ka\cosh(ky)}{\sinh(kw)}\cos kx\right],\qquad
j_y=-J_0\frac{ka\sinh(ky)}{\sinh(kw)}\sin kx .
\]

At \(y=0\), \(j_y=0\). At \(y=w\), \(j_y/J_0=-ka\sin kx=W'(x)\), so the current follows the edge to first order.

**Second order.** Average the edge condition over a period. The linear term gives \(J_0w\). In the \(n=1\) term,

\[
\sinh(kW)=\sinh(kw)+ka\cos kx\,\cosh(kw)+O(a^2),
\]

and multiplication by \(b_1\cos kx\) leaves the average \(\tfrac12b_1ka\cosh(kw)\). The second harmonic has \(b_2=O(a^2)\). Its average at the next power of \(a\) contains \(\langle\cos kx\cos2kx\rangle=0\), so it enters at \(a^4\). Hence

\[
I=J_0\left[w-\frac{ka^2}{2}\coth(kw)\right]+O(a^4). \tag{6}
\]

Inserting this in (4) and using \(1/(1-q)=1+q+\dots\) gives (1). There are no odd powers: replacing \(a\) by \(-a\) merely shifts the edge by half a period, which cannot change the resistance.

### The next order and the range of validity

To learn how small \(a\) must be, write \(X=kx\), \(Y=ky\), \(h=kw\), \(\varepsilon=ka\), \(t=\coth h\), and

\[
\frac{k\psi}{J_0}=Y+B_1\sinh Y\cos X+B_2\sinh2Y\cos2X+\dots,
\]

\[
B_1=-\frac{\varepsilon}{\sinh h}+\beta\varepsilon^3,\qquad B_2=\gamma\varepsilon^2 .
\]

The edge is at \(Y=h+\varepsilon\cos X\). Its condition requires every oscillating term to vanish.

The \(\cos2X\) terms at \(\varepsilon^2\) come from \(B_2\) and from \(-t\cos^2X=-\tfrac t2(1+\cos2X)\). Thus \(\gamma\sinh2h=t/2\).

The \(\cos X\) terms at \(\varepsilon^3\) are three: \(\beta\sinh h\); \(-\tfrac12\cos^3X\), which contains \(-\tfrac38\cos X\); and \(2\gamma\cosh2h\cos X\cos2X\), which contains \(\gamma\cosh2h\cos X\). With \(\coth2h=(1+t^2)/(2t)\), the last coefficient is \(\tfrac t2\coth2h=\tfrac14(1+t^2)\). Therefore

\[
\beta\sinh h=\frac38-\frac{1+t^2}{4}=\frac{1-2t^2}{8}.
\]

The average at \(\varepsilon^4\) has three parts. The \(\beta\) term gives \(\tfrac12\beta\cosh h=t(1-2t^2)/16\). The cubic Taylor term of \(\sinh Y\) gives \(-\tfrac t6\langle\cos^4X\rangle=-t/16\). The quadratic Taylor term of \(\sinh2Y\) gives \(2\gamma\sinh2h\,\langle\cos^2X\cos2X\rangle=t/4\), the average being \(\tfrac14\). Their sum is \((2t-t^3)/8\), and

\[
\frac{kI}{J_0}=h-\frac{\varepsilon^2t}{2}+\frac{\varepsilon^4(2t-t^3)}{8}+O(\varepsilon^6).
\]

Dividing \(h\) by this expression gives

\[
\frac{\Delta R}{R_0}=\frac{\varepsilon^2t}{2h}
\left\{1+\varepsilon^2\left[\frac{t}{2h}-\frac{2-t^2}{4}\right]\right\}+O(\varepsilon^6). \tag{7}
\]

Since \(t>1\) and \(t>1/h\), the square bracket lies between \(-t^2/2\) and \(3t^2/4\). The next-order term, relative to the leading one, is thus smaller in size than \(\tfrac34[ka\coth(kw)]^2\), and the condition for (1) is

\[
ka\coth(kw)\ll1 .
\]

This covers both a small edge slope, \(ka\ll1\), and a small amplitude, \(a\ll w\). For long waves the relative correction tends to \(+3a^2/(4w^2)\); for short waves it tends to \(-(ka)^2/4\). The leading formula is accordingly a little low in the first case and a little high in the second.

## Second derivation: bounds from dissipation

The same result follows without expanding the solution. The resistance is enclosed between two numbers, each computed from a trial field on the true curved strip.

**Lower bound.** Write \(V=-E\varphi\), where \(\varphi-x\) is periodic. Equating the dissipated power \(\sigma E^2\int|\nabla\varphi|^2dA\) to \((EL)^2/R\) gives

\[
R=\frac{L}{\sigma D},\qquad D=\frac1L\int|\nabla\varphi|^2\,dA .
\]

Add any periodic function \(u\) to the true \(\varphi\). The cross term \(2\int\nabla\varphi\cdot\nabla u\,dA\) becomes a boundary integral of \(u\,\partial_n\varphi\), since \(\nabla^2\varphi=0\). It vanishes on the insulating edges and cancels between the two ends. What remains is \(\int|\nabla u|^2dA\ge0\), so a trial potential makes \(D\) too large or leaves it right, and \(R/R_0\ge w/D\).

Take \(\varphi=x-\alpha\cosh(ky)\sin kx\) with \(\alpha\) of order \(a\) still free. Then

\[
|\nabla\varphi|^2=1-2\alpha k\cosh(ky)\cos kx
+\alpha^2k^2\left[\cosh^2(ky)\cos^2kx+\sinh^2(ky)\sin^2kx\right].
\]

Integrate over \(0<y<W\) and average over \(x\):

- The first term gives \(w\).
- The second gives \(-2\alpha\langle\sinh(kW)\cos kx\rangle=-\alpha ka\cosh(kw)+O(a^4)\).
- In the third, \(W\) may be replaced by \(w\), because the correction linear in \(a\) contains an odd number of cosines and averages to zero. It gives \(\tfrac12\alpha^2k^2\int_0^w\cosh(2ky)\,dy=\tfrac12\alpha^2k\sinh(kw)\cosh(kw)\).

The sum is smallest at \(\alpha=a/\sinh(kw)\), the amplitude already found in (5), and there

\[
D=w-\frac{ka^2}{2}\coth(kw)+O(a^4),\qquad
\frac R{R_0}\ge1+\frac{ka^2\coth(kw)}{2w}+O(a^4). \tag{8}
\]

**Upper bound.** At fixed current the power is \(I^2R=\sigma^{-1}\int|\nabla\psi|^2dA\). Add to the true \(\psi\) a periodic function \(v\) that vanishes on both edges. The cross term is now a boundary integral of \(v\,\partial_n\psi\), which is zero by the same argument, so any trial \(\psi\) obeying (2) gives a resistance that is not too small.

The first-order stream function obeys (2) only approximately. This is cured by dividing it by its own edge value:

\[
\psi=I\,\frac{f(x,y)}{F(x)},\qquad
f=y-\frac{a\sinh(ky)}{\sinh(kw)}\cos kx,\qquad F(x)=f(x,W(x)).
\]

Now \(\psi=0\) at \(y=0\) and \(\psi=I\) at \(y=W\). In \(F\) the first-order terms cancel, leaving

\[
F=w-ka^2\coth(kw)\cos^2kx+O(a^3).
\]

The gradient of \(f/F\) is \(\nabla f/F\) plus an \(x\)-component \(-fF'/F^2\) of order \(a^2\). Since \(\partial f/\partial x\) is of order \(a\), that component changes the square of the gradient at order \(a^3\). Moreover \(|\nabla f|^2=|\nabla\varphi|^2\) with the best \(\alpha\), because the two functions have the same derivatives up to order and sign. Using

\[
\frac1{F^2}=\frac1{w^2}\left[1+\frac{2ka^2\coth(kw)}{w}\cos^2kx+O(a^3)\right]
\]

we find

\[
\frac R{R_0}\le w\cdot\frac1{w^2}\left[w-\frac{ka^2}{2}\coth(kw)+ka^2\coth(kw)\right]
=1+\frac{ka^2\coth(kw)}{2w}. \tag{9}
\]

The neglected terms are of order \(a^4\): the trial function, like the edge, is unchanged by \(a\to-a\) with a half-period shift, so the bound is even in \(a\). The bounds (8) and (9) agree through order \(a^2\), which proves (1).

## What the wavelength does

For \(kw\gg1\), \(\coth(kw)\to1\) and (6) becomes \(I\approx J_0(w-ka^2/2)\). The strip conducts like a straight one narrowed by \(ka^2/2\), whatever its width. The disturbance decays roughly as \(e^{-k(w-y)}\) away from the rough edge and is exponentially small at the other side. At fixed amplitude this loss grows in proportion to \(k\), until \(ka\) is no longer small.

The slice formula is a lower bound at every wavelength. On each section the Cauchy–Schwarz inequality gives

\[
I^2=\left(\int_0^Wj_x\,dy\right)^2\le W\int_0^W|\mathbf j|^2\,dy .
\]

Dividing by \(\sigma W\) and integrating over \(x\) gives \(R\ge(L/\sigma)\langle1/W\rangle\). Equality would need a uniform \(j_x\) on each section and no transverse current. To leading order the true increase is larger than the slice value \(a^2/(2w^2)\) by the factor \(kw\coth(kw)\).

The crowding can be read from \(j_x\). At a neck \(\cos kx=-1\), and to first order

\[
\frac{j_x}{J_0}=1+ka\coth(kw)\ \text{(rough edge)},\qquad
\frac{j_x}{J_0}=1+\frac{ka}{\sinh(kw)}\ \text{(straight edge)}.
\]

If the edge has several harmonics with amplitudes \(a_n\) and wave numbers \(k_n\), all fitting into the length, each has its own first-order response. In the averaged edge condition, products of different harmonics vanish, so

\[
\frac{\Delta R}{R_0}=\sum_n\frac{k_na_n^2\coth(k_nw)}{2w}
\]

at second order. The sum requires the slope and the relative amplitude of the whole edge, with all harmonics added, to be small; it is not enough that each harmonic is small separately. For a periodic current the phases of the harmonics do not matter at this order. Between equipotential contacts the sum holds as it stands for cosines, which are mirror symmetric about both contacts; other phases add an end effect, whose share of the increase becomes small when the line contains many periods. Cubic terms may follow when three wave numbers combine to zero, as \(k+k-2k\) does: the slice average then contains \(-\langle(W-w)^3\rangle/w^3\), which need not vanish. Such terms depend on the relative phases, and they make the relative error of the sum first order in the amplitudes instead of second order. For roughness quoted as an rms value, \(a_n^2\) is twice the mean square of that harmonic.

## A worked case

Let \(w=20\) nm, \(a=2\) nm and the wavelength be 40 nm. The line is 1000 nm long, which is 25 periods, and has a sheet resistance of 5 ohm per square. These are round model parameters, chosen to show the arithmetic. The relative increase contains no property of the metal as long as Ohm's law is local. In a real metal line this narrow the electron mean free path can be comparable with the width or exceed it (in copper at room temperature it is about 39 nm), and the numbers below would then not apply. For the model line,

\[
k=\frac{2\pi}{40\ \text{nm}}=0.1571\ \text{nm}^{-1},\qquad kw=3.142,\qquad \coth(kw)=1.0037 .
\]

The effective loss of width is

\[
\frac{ka^2\coth(kw)}2=\frac{0.1571\times4\times1.0037}{2}\ \text{nm}=0.315\ \text{nm},
\]

and division by 20 nm gives \(\Delta R/R_0=1.58\,\%\). The straight line has \(R_0=5\times1000/20=250\) ohm, so the added resistance is 3.94 ohm.

The average of \(1/W\) would give 0.50 %, too small by a factor of about three. The small parameter \(ka\coth(kw)\) is 0.315, not very small, yet the next order (7) changes the increase only from 1.577 % to 1.563 %. A numerical solution on the curved strip, which minimises the dissipation over many trial potentials and separately over many trial stream functions, gives 1.564 %, or 3.91 ohm. The leading formula is therefore high by 0.8 % of the increase. The two numerical bounds on \(R/R_0\) agree to within rounding error, so the printed gap of about \(-2\times10^{-16}\) has no meaning, in size or in sign.

At the neck the current density on the rough edge is 1.315 times \(J_0\) in first order and 1.309 numerically. On the straight edge the values are 1.027 and 1.028. The crowding is thus concentrated near the rough edge.

With the amplitude reduced to 1 nm at the same width, the slice value \(a^2/(2w^2)\) is 0.125 % at every wavelength, while the solution depends on it strongly:

| Wavelength (nm) | Leading formula (%) | Numerical (%) |
|---|---|---|
| 400 | 0.129 | 0.129 |
| 100 | 0.185 | 0.185 |
| 40 | 0.394 | 0.393 |
| 20 | 0.785 | 0.773 |

At 400 nm the slices are nearly adequate. At 20 nm the increase is about six times the slice value, and the overestimate by the leading formula, already present but slight at 40 nm, has grown to 1.6 % of the increase. Its sense agrees with the negative sign of the short-wave correction. Further checks of the limits, the next order and the sum over harmonics are in the numerical output.

## What each derivation assumes

Both derivations rest on the same physical model: uniform conductance, a local Ohm's law, insulating edges, whole periods and a comparison at equal mean width. If the electron mean free path is not small compared with the width and the wavelength, the local law fails and neither derivation applies. If the length contains a fraction of a period, the average of \(\cos kx\) over the line is in general not zero, and a term linear in \(a\) then appears because the mean width is no longer \(w\).

They differ in their mathematics. The first assumes that the solution has a power series in \(a\) and that its coefficients may be continued to the displaced edge. In return it constructs the field without a guess, shows where the current crowds, and proceeds systematically to the next order.

The second does not need that series. It uses the fact that dissipation is positive, together with trial fields that satisfy the required conditions on the actual strip. Only explicit integrals are expanded in \(a\). Its price is that good trial fields must be supplied; here their form was taken from the first-order solution. Trial fields that are wrong at first order in \(a\) would still give true bounds, but these would not meet at order \(a^2\). Their meeting is what turns two inequalities into a proof of the coefficient \(k\coth(kw)/(2w)\).

## Computed values

```
Small-amplitude test, ka coth(kw) = 0.05
  kw     numerical/leading - 1   numerical/next order - 1
  0.500      1.52e-03                2.68e-06
  1.000      8.53e-04                1.09e-06
  3.142     -2.19e-04                3.74e-07
  6.000     -4.16e-04                4.99e-07
Long-wave test, kw = 0.05, a/w = 0.2: numerical/local = 1.00082
Short-wave test, kw = 6: width loss/(k a^2/2) = 0.99939
Short-wave test, kw = 9: width loss/(k a^2/2) = 0.99938
Two-harmonic test: numerical/sum = 1.00042
Worked example
  mean width w = 20 nm, amplitude a = 2 nm
  wavelength = 40 nm, length = 1000 nm
  number of periods = 25
  sheet resistance = 5 ohm per square
  k = 0.15708 1/nm, kw = 3.14159, ka = 0.31416
  coth(kw) = 1.00374
  ka coth(kw) = 0.31533
  effective width loss k a^2 coth(kw)/2 = 0.3153 nm
  dR/R0, average inverse width = 0.5038 %
  dR/R0, a^2/(2w^2)            = 0.5000 %
  dR/R0, leading formula       = 1.5767 %
  dR/R0, with next order       = 1.5629 %
  dR/R0, numerical             = 1.5638 %
  gap between bounds on R/R0 = -2.2e-16
  straight-line resistance R0 = 250.0 ohm
  added resistance, leading formula = 3.942 ohm
  added resistance, numerical = 3.910 ohm
  neck current density / (conductance x mean field)
    rough edge: first order 1.3153, numerical 1.3091
    flat edge:  first order 1.0272, numerical 1.0279
Wavelength table, w = 20 nm, a = 1 nm
  a^2/(2w^2) = 0.1250 %
  wavelength/nm   kw coth(kw)   leading/%   numerical/%
       400          1.0327       0.1291       0.1293
       100          1.4782       0.1848       0.1850
        40          3.1533       0.3942       0.3933
        20          6.2832       0.7854       0.7728
```
